# Radial integrals between hydrogenic s states from SU(1,1) dilations, part 1

(Sections cited here and not found follow in the second part.)

## Question

Radial integrals between two hydrogenic s states, with principal quantum numbers $n$ and $n'$, come out as a power of $(n-n')/(n+n')$ times a terminating hypergeometric series. A direct integration of two polynomials against an exponential reproduces this case by case but does not say where the ratio comes from. Why does this combination of $n$ and $n'$ appear, why is the function hypergeometric, and what happens to the plain overlap of two s states, which must vanish when both belong to the same nucleus and $n\ne n'$?

## Answer

All bound hydrogenic s states are members of one fixed set of functions, but each shell uses its member at its own length scale. An integral between two shells therefore compares two basis functions after one has been stretched relative to the other. The stretch is an element of the group SU(1,1), and the integral is built from its matrix elements. Two points need care. The integral that equals a single matrix element, up to the normalization constants, is the one weighted with $1/r$, while the plain overlap is a sum of three neighbouring elements, which for unequal scales collapses to one element times a factor that depends on the stretch. And in the two forms derived below the argument of the hypergeometric function is $t^2$ or $1-1/t^2$, with $t=(n-n')/(n+n')$, and not $t$ itself.

### Three operators on the half line

Hartree atomic units are used, the nucleus is a fixed point charge $Z$, and relativity and spin are ignored. For an s state with radial function $u(r)/r$ the Schrödinger equation and the normalization are

$$-\tfrac12 u''-\frac{Z}{r}u=Eu,\qquad u(0)=0,\qquad \int_0^\infty u^2\,dr=1 .$$

The sign is fixed by $u'(0)>0$. All functions are real. Write $\partial=d/dr$, $A=r\partial^2$, and define

$$K_0=\tfrac12(-A+r),\qquad K_1=\tfrac12(-A-r),\qquad D=r\partial .$$

Three elementary commutators are needed. From $r\partial(rf)=rf+r^2f'$ follows $[D,r]=r$. From $r\partial^2(rf)=r^2f''+2rf'$ follows $[A,r]=2D$. From $DAf=rf''+r^2f'''$ and $ADf=r(rf')''=2rf''+r^2f'''$ follows $[D,A]=-A$. Then

$$[K_0,K_1]=\tfrac14\big([A,r]-[r,A]\big)=D,$$
$$[K_0,D]=\tfrac12\big([D,A]-[D,r]\big)=\tfrac12(-A-r)=K_1,$$
$$[D,K_1]=\tfrac12(A-r)=-K_0 .$$

With $K_\pm=K_1\pm D$ these give $[K_0,K_\pm]=D\pm K_1=\pm K_\pm$ and $[K_+,K_-]=-[K_1,D]+[D,K_1]=-2K_0$. This is the Lie algebra su(1,1); the minus sign in the last relation distinguishes it from angular momentum.

One quadratic combination is a number. Put $X=-A/2$ and $Y=r/2$, so that $K_0=X+Y$ and $K_1=X-Y$. Then $K_0^2-K_1^2=2(XY+YX)=-\tfrac12(Ar+rA)=-(r^2\partial^2+r\partial)$, and $D^2=r\partial(r\partial)=r^2\partial^2+r\partial$, so

$$K_0^2-K_1^2+D^2=0. \tag{1}$$

The left side is the Casimir operator, conventionally written $k(k-1)$, where $k$ (the Bargmann index) is the lowest eigenvalue of $K_0$. Here it will be $k=1$.

The scalar product that suits these operators is

$$(f,g)=\int_0^\infty f\,g\,\frac{dr}{r}.$$

For functions that vanish linearly at the origin and decay exponentially, $(f,Ag)=\int fg''dr=\int f''g\,dr=(Af,g)$, because the boundary term $fg'-f'g$ vanishes at both ends. So $K_0$ and $K_1$ are symmetric. Likewise $(f,Dg)=\int fg'dr=-\int f'g\,dr=-(Df,g)$, so $D$ is antisymmetric and $K_-$ is the adjoint of $K_+$.

### The fixed basis

Take $S_1=2re^{-r}$. Its norm is $\int4re^{-2r}dr=1$. Since $S_1''=2(r-2)e^{-r}$, one finds $K_0S_1=\tfrac12[-2r(r-2)+2r^2]e^{-r}=S_1$. Since $K_1=K_0-r$ and $DS_1=(1-r)S_1$, one finds $K_-S_1=[1-r-(1-r)]S_1=0$.

Multiplying out and using $[K_1,D]=K_0$ and (1),

$$K_-K_+=K_1^2-D^2+[K_1,D]=K_0^2+K_0 .$$

Define $S_{n+1}=K_+S_n/\sqrt{n(n+1)}$. The relation $[K_0,K_+]=K_+$ gives $K_0S_n=nS_n$ by induction. The norm is preserved because $(K_+S_n,K_+S_n)=(S_n,K_-K_+S_n)=n(n+1)$. Applying $K_-$ to the definition gives $K_-S_{n+1}=\sqrt{n(n+1)}\,S_n$. Functions with different $n$ are orthogonal, being eigenfunctions of the symmetric $K_0$ with different eigenvalues. Thus

$$K_0S_n=nS_n,\qquad K_\pm S_n=\sqrt{n(n\pm1)}\,S_{n\pm1},\qquad (S_m,S_n)=\delta_{mn}. \tag{2}$$

These are the Coulomb Sturmian functions. On $S_n$ the raising operator is $K_+=n-r+D$, so each $S_n$ is $re^{-r}$ times a polynomial of degree $n-1$, which justifies the integrations by parts. If $S_n\approx s_nr$ near the origin, then $K_+S_n\approx(n+1)s_nr$, so $s_{n+1}=s_n\sqrt{(n+1)/n}$ and $s_n=2\sqrt n>0$.

Both $D$ and $r$ are linear in the generators:

$$D=\tfrac12(K_+-K_-),\qquad r=K_0-K_1=K_0-\tfrac12(K_++K_-).$$

Multiplication by $r$ therefore has the tridiagonal matrix $R_{mn}=(S_m,rS_n)$,

$$R_{nn}=n,\qquad R_{n,n+1}=R_{n+1,n}=-\tfrac12\sqrt{n(n+1)} . \tag{3}$$

Because $(S_m,rS_n)=\int S_mS_n\,dr$, equation (3) also says that the $S_n$ are not orthogonal in the ordinary measure: $\int S_1S_2\,dr=-\tfrac12\sqrt2=-0.707107$.

### Each shell is one basis function at its own scale

Let $g(r)=S_n(\lambda r)$. The equation $-xS_n''+xS_n=2nS_n$ with $x=\lambda r$ becomes $-(r/\lambda)g''+\lambda rg=2ng$. Multiplying by $\lambda/(2r)$,

$$-\tfrac12g''-\frac{n\lambda}{r}g=-\tfrac12\lambda^2g .$$

This is the hydrogenic equation if $\lambda=Z/n$, with $E=-\lambda^2/2$. The norm is $\int g^2dr=\lambda^{-1}\int S_n^2dx=R_{nn}/\lambda=n/\lambda=n^2/Z$, so

$$u_{nZ}(r)=c\,S_n(\lambda r),\qquad \lambda=\frac Zn,\qquad c=\frac{\sqrt Z}{n}. \tag{4}$$

No bound s state is missed. Read backwards, the rescaling turns any bound state of energy $-\lambda^2/2$ into an eigenfunction of $K_0$ with eigenvalue $Z/\lambda$. If that were not a positive integer, the function would be orthogonal to every $S_n$, and the $S_n$ are shown to be complete below.

Define the dilation $(U(\theta)f)(r)=f(e^\theta r)$. It obeys $U(\theta_1)U(\theta_2)=U(\theta_1+\theta_2)$. Its derivative is $\frac{d}{d\theta}f(e^\theta r)=e^\theta rf'(e^\theta r)=D\,U(\theta)f$, so $U(\theta)=e^{\theta D}=e^{\theta(K_+-K_-)/2}$ is a finite group element generated by the algebra. It preserves the scalar product because $dr/r$ is unchanged by $r\to e^\theta r$. Its matrix elements in the basis (2),

$$d_{nn'}(\theta)=\big(S_n,U(\theta)S_{n'}\big),$$

are the representation functions.

Take a bra state $(n,Z)$ and a ket state $(n',Z')$, with $\lambda'=Z'/n'$ and $c'=\sqrt{Z'}/n'$. Substituting $x=\lambda r$,

$$\int u_{nZ}\,r^p\,u_{n'Z'}\,dr=cc'\!\int S_n(\lambda r)\,r^{p+1}S_{n'}(\lambda'r)\frac{dr}{r}=\frac{cc'}{\lambda^{p+1}}\big(S_n,r^{p+1}U(\theta)S_{n'}\big),$$

$$\theta=\ln\frac{\lambda'}{\lambda}=\ln\frac{Z'n}{Zn'} .$$

For equal charges $\theta=\ln(n/n')$. For $p=-1$ no power of $r$ is left:

$$\langle nZ|\tfrac1r|n'Z'\rangle=cc'\,d_{nn'}(\theta). \tag{5}$$

For integer $p\ge0$ the power is moved onto the bra. By (3), $r^{p+1}S_n=\sum_m(R^{p+1})_{nm}S_m$ is a finite sum with $|m-n|\le p+1$, hence

$$\langle nZ|r^p|n'Z'\rangle=\frac{cc'}{\lambda^{p+1}}\sum_m(R^{p+1})_{nm}\,d_{mn'}(\theta). \tag{6}$$

In (6) the angle $\theta$ is fixed by the physical pair and is the same for all $m$.

### Where the ratio $(n-n')/(n+n')$ comes from

Pure exponentials behave simply under dilation, and they are also simple in the basis $S_n$. For $|\tau|<1$ define

$$\varphi_\tau(r)=\frac{2r}{(1-\tau)^2}e^{-\alpha r},\qquad \alpha=\frac{1+\tau}{1-\tau},\qquad \tau=\frac{\alpha-1}{\alpha+1}.$$

With $(re^{-\alpha r})'=(1-\alpha r)e^{-\alpha r}$ and $(re^{-\alpha r})''=(\alpha^2r-2\alpha)e^{-\alpha r}$, the operator $K_+=-\tfrac12r\partial^2-\tfrac12r+r\partial$ gives

$$K_+\,re^{-\alpha r}=re^{-\alpha r}\Big[(1+\alpha)-\tfrac12(1+\alpha)^2r\Big]=re^{-\alpha r}\Big[\frac{2}{1-\tau}-\frac{2r}{(1-\tau)^2}\Big],$$

since $1+\alpha=2/(1-\tau)$. On the other hand $\partial_\tau\ln\varphi_\tau=2/(1-\tau)-r\,d\alpha/d\tau$ with $d\alpha/d\tau=2/(1-\tau)^2$, which is the same bracket. So $\partial_\tau\varphi_\tau=K_+\varphi_\tau$ and $\varphi_0=S_1$. The function is analytic in $\tau$ for $|\tau|<1$, and its Taylor coefficients are $K_+^mS_1/m!$. By (2), $K_+^mS_1=\sqrt{m!\,(m+1)!}\,S_{m+1}=m!\sqrt{m+1}\,S_{m+1}$, so

$$\varphi_\tau=e^{\tau K_+}S_1=\sum_{n\ge1}\sqrt n\,\tau^{n-1}S_n. \tag{7}$$

These are the coherent states of the representation. The series also converges in norm, since differentiating the geometric series gives $\sum_nny^{n-1}=(1-y)^{-2}$, and therefore $(\varphi_\sigma,\varphi_\tau)=(1-\sigma\tau)^{-2}$. Writing $e^{-\alpha r}=e^{-r}e^{-2r\tau/(1-\tau)}$ and defining the Laguerre polynomials by $\sum_mL^1_m(x)\tau^m=(1-\tau)^{-2}e^{-x\tau/(1-\tau)}$, equation (7) yields $S_n=(2/\sqrt n)\,re^{-r}L^1_{n-1}(2r)$.

Completeness follows from (7). Let $f$ have finite norm and be orthogonal to all $S_n$. Then $(f,\varphi_\tau)=0$, that is $\Phi(\alpha)=\int fe^{-\alpha r}dr=0$ for all $\alpha>0$. The Cauchy–Schwarz inequality bounds $\int|f|e^{-\alpha r}dr$ by $\|f\|\,(\int re^{-2\alpha r}dr)^{1/2}$, so $\Phi$ is analytic for $\operatorname{Re}\alpha>0$ and, being zero on the real half line, is zero throughout. On the line $\alpha=1+iq$ it is the Fourier transform of the integrable function $fe^{-r}$, which therefore vanishes. Inserting the complete set into $U(\theta_1)U(\theta_2)=U(\theta_1+\theta_2)$ and into $(US_{n'},US_{n'})=1$ gives

$$\sum_md_{nm}(\theta_1)\,d_{mn'}(\theta_2)=d_{nn'}(\theta_1+\theta_2),\qquad \sum_md_{mn'}(\theta)^2=1. \tag{8}$$

Now dilate $\varphi_\tau$. The exponent becomes $\alpha'=e^\theta\alpha$. Write the scale factor in the same form as $\alpha$:

$$e^\theta=\frac{1+t}{1-t},\qquad t=\frac{e^\theta-1}{e^\theta+1}=\tanh\frac\theta2 .$$

The new label is

$$\tau'=\frac{\alpha'-1}{\alpha'+1}=\frac{(1+t)(1+\tau)-(1-t)(1-\tau)}{(1+t)(1+\tau)+(1-t)(1-\tau)}=\frac{\tau+t}{1+t\tau}.$$

The prefactor $2e^\theta r/(1-\tau)^2$ equals $e^\theta(1-\tau')^2/(1-\tau)^2$ times that of $\varphi_{\tau'}$. Since $1-\tau'=(1-t)(1-\tau)/(1+t\tau)$ and $e^\theta(1-t)^2=1-t^2$,

$$U(\theta)\varphi_\tau=\frac{1-t^2}{(1+t\tau)^2}\,\varphi_{\tau'} . \tag{9}$$

The map $\tau\to\tau'$ is the Möbius transformation $\tau'=(C\tau+S)/(S\tau+C)$ with $C=\cosh\frac\theta2$, $S=\sinh\frac\theta2$. The matrix with rows $(C,S)$ and $(S,C)$ has unit determinant and preserves the form $|z_1|^2-|z_2|^2$, which is the definition of an element of SU(1,1). The multiplier in (9) is $(S\tau+C)^{-2}$, because $1-t^2=1/C^2$, and the power 2 is $2k$. The origin of the disc, which is $S_1$, is carried to the point $t$. For $e^\theta=n/n'$,

$$t=\frac{n/n'-1}{n/n'+1}=\frac{n-n'}{n+n'},\qquad 1-t^2=\frac{4nn'}{(n+n')^2}.$$

The ratio in the question is the disc coordinate of the dilation that carries the scale of one shell into that of the other. For unequal charges $t=(\lambda'-\lambda)/(\lambda'+\lambda)$.

### The representation functions in closed form

Take the product of (9) with $\varphi_\sigma$. On the left, (7) gives a double series, convergent because $|d|\le1$ by (8). On the right, $(\varphi_\sigma,\varphi_{\tau'})=(1-\sigma\tau')^{-2}$ and $(1+t\tau)(1-\sigma\tau')=1+t\tau-\sigma\tau-t\sigma$. Hence

$$G=\sum_{n,n'}\sqrt{nn'}\,\sigma^{n-1}\tau^{n'-1}d_{nn'}=\frac{1-t^2}{(1-t\sigma+t\tau-\sigma\tau)^2}. \tag{10}$$

$G$ is unchanged when $\sigma\leftrightarrow\tau$ together with $t\to-t$, and also when $\sigma,\tau,t$ all change sign. Comparing coefficients,

$$d_{n'n}(\theta)=d_{nn'}(-\theta)=(-1)^{n-n'}d_{nn'}(\theta). \tag{11}$$

The expansions below use the binomial series $(1-y)^{-s-1}=\sum_p\binom{p+s}{s}y^p$, the Pochhammer symbol $(a)_j=a(a+1)\cdots(a+j-1)$, and

$${}_2F_1(a,b;c;z)=\sum_j\frac{(a)_j(b)_j}{(c)_j\,j!}z^j .$$

For the first form, write the denominator as $(1-t\sigma)-\tau(\sigma-t)$ and expand in $\tau$:

$$G=(1-t^2)\sum_{m\ge0}(m+1)\,\tau^m\frac{(\sigma-t)^m}{(1-t\sigma)^{m+2}} .$$

Set $m=n'-1$. The numerator is $\sum_i\binom{n'-1}{i}(-t)^i\sigma^{n'-1-i}$, and the denominator contributes $\sum_p\binom{p+n'}{n'}t^p\sigma^p$. The power $\sigma^{n-1}$ requires $p=n-n'+i$, which is non-negative for every $i$ when $n\ge n'$. Thus

$$\sqrt{nn'}\,d_{nn'}=n'(1-t^2)\sum_{i=0}^{n'-1}(-1)^i\binom{n'-1}{i}\binom{n+i}{n'}t^{\,n-n'+2i}.$$

Now $(-1)^i\binom{n'-1}{i}=(1-n')_i/i!$, and $\binom{n+i}{n'}\big/\binom{n}{n'}=\frac{(n+i)!}{n!}\frac{(n-n')!}{(n-n'+i)!}=\frac{(n+1)_i}{(n-n'+1)_i}$. Dividing by $\sqrt{nn'}$,

$$d_{nn'}=\sqrt{\frac{n'}{n}}\binom{n}{n'}t^{\,n-n'}(1-t^2)\;{}_2F_1(1-n',\,n+1;\,n-n'+1;\,t^2),\qquad n\ge n', \tag{12}$$

and (11) covers $n<n'$. The argument is $t^2$ because the parity (11) is exhausted by the factor $t^{n-n'}$.

For the second form, note $(1-t\sigma)(1+t\tau)=1-t\sigma+t\tau-t^2\sigma\tau$, so the denominator is $(1-t\sigma)(1+t\tau)-(1-t^2)\sigma\tau$. Expanding in the last term, with index $j=k-1$,

$$G=\sum_{k\ge1}k\,(1-t^2)^k\frac{\sigma^{k-1}}{(1-t\sigma)^{k+1}}\,\frac{\tau^{k-1}}{(1+t\tau)^{k+1}} .$$

The coefficient of $\sigma^{n-1}$ needs $p=n-k$ and equals $\binom nk t^{n-k}$, and that of $\tau^{n'-1}$ equals $\binom{n'}k(-t)^{n'-k}$. So

$$\sqrt{nn'}\,d_{nn'}=\sum_{k=1}^{\min(n,n')}k\binom nk\binom{n'}k(1-t^2)^k\,t^{n-k}(-t)^{n'-k}. \tag{13}$$

This sum has an operator reading. By (2), $(S_n,K_+^{\,n-k}S_k)=\sqrt{\frac{(n-1)!\,n!}{(k-1)!\,k!}}=\frac{n!}{k!}\sqrt{k/n}$, so the matrix element of $e^{tK_+}$ is $\binom nk\sqrt{k/n}\,t^{n-k}$, and its transpose with $t\to-t$ is that of $e^{-tK_-}$. Equation (13) is therefore the statement $U(\theta)=e^{tK_+}(1-t^2)^{K_0}e^{-tK_-}$ between basis functions: the ket is lowered to a level $k$, weighted, and raised to $n$. The sum ends because the ladder has a bottom rung at $k=1$.

To turn (13) into a hypergeometric series put $k=j+1$. Using $\binom nk=\frac nk\binom{n-1}{j}$ twice gives $k\binom nk\binom{n'}k=\frac{nn'}{j+1}\binom{n-1}j\binom{n'-1}j$. Using $(1-n)_j=(-1)^jj!\binom{n-1}j$ twice and $(2)_j=(j+1)!$, this is $nn'(1-n)_j(1-n')_j/[(2)_j\,j!]$. The powers combine to $(-1)^{n'-1}(1-t^2)t^{n+n'-2}\,[(t^2-1)/t^2]^j$. For $t\ne0$,

$$d_{nn'}=(-1)^{n'-1}\sqrt{nn'}\;t^{\,n+n'-2}(1-t^2)\;{}_2F_1\!\Big(1-n,\,1-n';\,2;\,1-\frac1{t^2}\Big). \tag{14}$$

For equal charges $1-1/t^2=-4nn'/(n-n')^2$, the argument that appears in Gordon's formula for hydrogenic radial integrals.

The ratio $(n-n')/(n+n')$ has been identified as the disc coordinate of the dilation between the two shells' length scales, and the matrix elements $d_{nn'}$ of that dilation have been found in closed form. It remains to show why the Casimir relation makes them hypergeometric, to explain how the plain overlap vanishes for equal charges, and to treat the limits and numerical examples.
